# Internal oxidation at finite solubility product: splitting scheme and sharp-front limit

A simulation of internal oxidation can solve its equations correctly and still report the wrong penetration depth. If the depth is read at the first trace of oxide, it does not approach Wagner's sharp-front value as the oxide becomes insoluble; in one case below it stays 40 % too deep. If it is read where dissolved oxygen and solute are equal, it comes out 6 % short in a silver–cadmium example. If the surface concentration of the solute is imposed too early, the alloy loses solute that should have become oxide. This note gives a scheme that avoids these faults, the limit it must reproduce, and its step-size error.

## Model

A dilute alloy fills \(x>0\). Let \(o\) and \(b\) be the dissolved fractions of oxygen and solute B, and \(p\) the fraction of immobile oxide BO, all per metal atom. The diffusivities \(D_O\) and \(D_B\) are constant, with \(\phi=D_O/D_B>1\), and oxide does not obstruct diffusion. Then

\[
\partial_t(o+p)=D_O\,\partial_{xx}o,\qquad \partial_t(b+p)=D_B\,\partial_{xx}b .
\]

Local equilibrium means \(p\ge0\), \(ob\le K\) and \(p(K-ob)=0\): the solubility product \(K\) is attained wherever oxide exists. Initially \(o=p=0\) and \(b=N_B\). The surface is held at \(o=N_s\), and no B leaves the body. The dimensionless solubility is \(\kappa=K/(N_sN_B)\). If \(\kappa\ge1\), then \(ob\le N_sN_B\le K\) and no oxide forms.

The penetration is defined by the oxide-weighted depth

\[
X=\frac{2\int x\,p\,dx}{\int p\,dx},
\]

which equals the layer thickness when the oxide is uniform. Oxide at the surface counts in the denominator.

## Scheme

Each time step \(\Delta t\) has two parts. First, \(o\) and \(b\) diffuse by backward Euler with \(p\) frozen, giving \(o^*\) and \(b^*\). Then each cell is equilibrated. Precipitation removes equal amounts of O and B, so \(w=o^*-b^*\) is unchanged. Putting \(o=w+b\) into \(ob=K\) gives \(b^2+wb-K=0\), whose positive root is

\[
b_{eq}=\tfrac12\left(\sqrt{w^2+4K}-w\right).
\]

The new oxide is \(p+b^*-b_{eq}\) if this is positive. Otherwise all oxide dissolves: then \(b=b^*+p\le b_{eq}\) and \(o=w+b\le w+b_{eq}\), so \(ob\le K\), as required.

Use cells of width \(h\) with centres at \((i+\frac12)h\), and \(r=D\Delta t/h^2\) for each species:

```
matrix: diagonal 1+2r, off-diagonals -r
last diagonal entry: 1+r              (no flux)
first entry for O: 1+3r               (surface at h/2)
first entry for B: 1+r                (no flux)
factor both matrices once
repeat for each step:
    o[0] += 2*r_O*N_s
    o = solve(matrix_O, o);  b = solve(matrix_B, b)
    w = o - b
    b_eq = (sqrt(w*w + 4*K) - w)/2
    p_new = max(p + b - b_eq, 0)
    change = p_new - p
    o -= change;  b -= change;  p = p_new
X = 2*sum(x*p)/sum(p)
```

When \(w\gg\sqrt K\), the subtraction in \(b_{eq}\) loses digits; the equal form \(2K/(\sqrt{w^2+4K}+w)\) does not.

Stability sets no limit on \(\Delta t\). The diffusion matrices have positive diagonals, non-positive off-diagonals and diagonal dominance, so their inverses have no negative entries and non-negative data stay non-negative. Equilibration gives either the positive root or complete dissolution, so it preserves this property. It also conserves \(o+p\) and \(b+p\) in each cell. The work per step is proportional to the number of cells. Accuracy, not stability, fixes the number of steps.

## The sharp-front law

For \(K\to0\), O and B cannot coexist in solution. Suppose they meet at \(\xi=2\gamma\sqrt{D_Ot}\), and let \(y=x/(2\sqrt{D_Ot})\). The error-function solutions that vanish at the front are

\[
o=N_s\left[1-\frac{\operatorname{erf}y}{\operatorname{erf}\gamma}\right]\ (y<\gamma),\qquad
b=N_B\left[1-\frac{\operatorname{erfc}(\sqrt\phi\,y)}{\operatorname{erfc}(\sqrt\phi\,\gamma)}\right]\ (y>\gamma).
\]

Equal numbers of O and B reach the front, so \(-D_O\,\partial_xo=D_B\,\partial_xb\) there:

\[
\frac{N_s\sqrt{D_O}\,e^{-\gamma^2}}{\sqrt{\pi t}\,\operatorname{erf}\gamma}
=\frac{N_B\sqrt{D_B}\,e^{-\phi\gamma^2}}{\sqrt{\pi t}\,\operatorname{erfc}(\sqrt\phi\,\gamma)} .
\]

Rearranged, this is Wagner's equation

\[
e^{\gamma^2}\operatorname{erf}\gamma=\frac{N_s}{N_B}\sqrt\phi\;e^{\phi\gamma^2}\operatorname{erfc}(\sqrt\phi\,\gamma).
\]

The arriving B stays behind as oxide, so \(p_W\dot\xi=D_B\,\partial_xb\). With \(\dot\xi=\gamma\sqrt{D_O/t}\) and \(u=\gamma\sqrt\phi\),

\[
p_W=\frac{N_B}{\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u}.
\]

Two limits with \(\gamma\ll1\) are useful. For slow B, \(u\gg1\), \(e^{u^2}\operatorname{erfc}u\to1/(\sqrt\pi u)\), and Wagner's equation becomes \(2\gamma/\sqrt\pi=N_s/(N_B\sqrt\pi\gamma)\). Hence \(\gamma^2=N_s/(2N_B)\), \(\xi^2=2D_ON_st/N_B\) and \(p_W\to N_B\). For fast B, \(u\ll1\), \(\gamma=(N_s/N_B)\sqrt{\pi\phi}/2\) and \(p_W\to N_B/(\sqrt\pi u)\gg N_B\). So much oxide may block the metal, and the assumption of unobstructed diffusion then fails.

## Why the finite-\(K\) solution has this limit

Subtracting the balances removes \(p\):

\[
\partial_tw=\partial_{xx}P,\qquad w=o-b,\qquad P=D_Oo-D_Bb .
\]

Let \(m=\min(o,b)\). Since \(ob\le K\), \(m\le\sqrt K\). With \(w^+=\max(w,0)\) and \(w^-=\max(-w,0)\), we have \(o=w^++m\) and \(b=w^-+m\), so

\[
P=\Phi(w)+(D_O-D_B)m,\qquad \Phi(w)=D_Ow^+-D_Bw^- .
\]

Without the \(m\) term this is the sharp-front problem. Let \(w_0\) solve that problem with the same initial state and the same surface value of \(P\); its surface oxygen is \(N_s-K/(\phi N_s)\), which tends to \(N_s\). Put \(z=w-w_0\) and \(e=P-\Phi(w_0)\), so \(e(0)=0\). Define \(\psi\) by \(-\psi_{xx}=z\), \(\psi(0)=0\), \(\psi_x(\infty)=0\). Integrating by parts, with vanishing boundary terms,

\[
\frac{d}{dt}\,\frac12\int\psi_x^2dx=\int\psi z_t\,dx=\int\psi e_{xx}\,dx=-\int ze\,dx .
\]

The slope of \(\Phi\) is at least \(D_B\), so \(z[\Phi(w)-\Phi(w_0)]\ge D_Bz^2\). Therefore

\[
\begin{aligned}
-\int ze\,dx&\le-D_B\int z^2dx+(D_O-D_B)\int m|z|\,dx\\
&\le-\frac{D_B}{2}\int z^2dx+\frac{(D_O-D_B)^2}{2D_B}\int m^2dx .
\end{aligned}
\]

Integrate from \(t=0\), where \(\psi=0\). Both solutions depend on \(y\) alone, so the time factors cancel:

\[
\int(w-w_0)^2dy\le(\phi-1)^2\int m^2dy .
\]

The right side vanishes as \(K\to0\): \(m^2\le K\) in the oxide zone, and the oxygen ahead of it has a small amplitude and a Gaussian tail. Thus \(b\) tends to its sharp-front profile.

The oxide moments follow. Conservation of B gives \(\int p\,dx=\int(N_B-b)\,dx\), surface oxide included. Multiplying the B balance by \(x\) and integrating twice by parts gives

\[
\int xp\,dx=\int x(N_B-b)\,dx-D_B\left(N_B-\frac{K}{N_s}\right)t .
\]

Both right sides converge to their sharp-front values, hence \(X\to\xi\).

A model case with \(N_s/N_B=0.5\), \(\phi=10\) has \(\gamma=0.429\). At \(\kappa=10^{-1},10^{-2},10^{-3}\) the scheme gives \(X/\xi=0.903,\ 0.993,\ 0.9995\). An independent similarity solution, described next, agrees within the tested 0.5 %. The energy inequality was also tested: at \(\kappa=10^{-4}\) its left side is \(1.9\times10^{-6}\) and its right side \(4.0\times10^{-5}\), in units of \(N_B^2\).

## The first trace runs ahead

Let the leading edge of the oxide be at \(y=g\), moving at speed \(v\), and suppose \(p\) jumped there from \(p_->0\) to zero. The two balances would require

\[
p_-v=D_O(o'_+-o'_-)=D_B(b'_+-b'_-).
\]

Behind the edge \(ob=K\), so \((\ln ob)'_-=0\). Ahead of it,

\[
(\ln ob)'_+=p_-v\left(\frac1{D_Oo}+\frac1{D_Bb}\right)>0,
\]

and the metal ahead would be supersaturated. Hence \(p\) starts from zero and both gradients are continuous.

Ahead of the edge the profiles are error functions. Define \(Q(s)=2e^{-s^2}/(\sqrt\pi\operatorname{erfc}s)\). At \(y=g\), \(o_y/o=-Q(g)\) and \(b_y=(N_B-b_g)\sqrt\phi\,Q(\sqrt\phi g)\). Setting \(o_y/o+b_y/b=0\) gives

\[
b_g=\frac{N_B}{1+r},\qquad r=\frac{Q(g)}{\sqrt\phi\,Q(\sqrt\phi g)} .
\]

For a reference solution, start at \(g\) with \(o=K/b_g\), integrate \(-2yw_y=(o-b/\phi)_{yy}\) with \(b=K/o\) back to the surface, and adjust \(g\) until \(o(0)=N_s\).

The value \(b_g\) remains of order \(N_B\) as \(K\to0\). Equating it to the sharp-front profile of \(b\) gives the limiting edge \(g_0>\gamma\):

\[
\frac{\operatorname{erfc}(\sqrt\phi g_0)}{\operatorname{erfc}(\sqrt\phi\gamma)}=\frac{r}{1+r},
\]

with \(r\) taken at \(g_0\). This step assumes that \(b\) converges at the moving edge too; the computed edge confirms it. In the model case \(g_0/\gamma=1.403\), and the similarity solution gives the same ratio at \(\kappa=10^{-8}\). The gap between \(\gamma\) and \(g_0\) persists, but the oxide in it vanishes.

## The layer around the front

For small \(K\), O and B coexist appreciably in a thin layer. The change of \(\partial_xP\) across it is small, so \(P\) is nearly linear:

\[
D_Oo-D_Bb=-D_Oa(x-x_0),
\]

where \(a\) is the magnitude of the sharp-front oxygen gradient. Where \(o=b=\sqrt K\),

\[
x-x_0=-\left(1-\frac1\phi\right)\frac{\sqrt K}{a}.
\]

This marker converges only as \(\sqrt K\). The point \(x_0\), where \(D_Oo=D_Bb\), is much better: in the model case its distance from \(\xi\) falls with an observed power of about 0.9 in \(K\) between \(\kappa=10^{-4}\) and \(10^{-6}\).

It also marks half the oxide plateau. In the frame of the front, \(-v(o+p)'=D_Oo''\); integrating from the metal ahead and neglecting \(o\) beside \(p\) gives \(vp=-D_Oo'\). Differentiating the linear relation with \(b=K/o\) gives

\[
o'\left(D_O+\frac{D_BK}{o^2}\right)=-D_Oa .
\]

At \(x_0\), \(D_BK/o^2=D_O\), so \(o'=-a/2\). Since \(vp_W=D_Oa\), \(p=p_W/2\). The computed ratio is 0.485 at \(\kappa=10^{-4}\) and 0.4998 at \(10^{-8}\).

## Step-size error

During a diffusion step oxygen passes the front before it can react. Take slow B, \(N_s\ll N_B\) and negligible \(K\). Ahead of the fully oxidized zone, \(0<x<\zeta\), the old oxygen is nearly zero, so backward Euler gives

\[
o^*-\delta^2\partial_{xx}o^*=0,\qquad o^*=o_\zeta e^{-(x-\zeta)/\delta},\qquad \delta=\sqrt{D_O\Delta t}.
\]

All this oxygen precipitates, and oxide accumulates everywhere ahead in proportion to \(e^{-x/\delta}\). As \(p(\zeta)=N_B\), the oxide ahead is \(N_Be^{-(x-\zeta)/\delta}\). Its total corresponds to a mass depth \(L=\int p\,dx/N_B=\zeta+\delta\).

Because \(N_s\ll N_B\), the zone grows slowly and little oxygen is stored in it, so the oxygen profile in \(0<x<\zeta\) is nearly linear. Continuity of the oxygen gradient at \(\zeta\) then gives \((N_s-o_\zeta)/\zeta=o_\zeta/\delta=N_s/(\zeta+\delta)\). Hence

\[
\frac{dL}{dt}=\frac{D_ON_s}{N_BL}.
\]

The smear cancels from this rate. At first, while \(\zeta=0\), the rate is constant at \(D_ON_s/(N_B\delta)\), until \(L=\delta\) at \(t_1=\delta^2N_B/(D_ON_s)\). Integrating from there gives \(L^2=2D_ON_st/N_B-\delta^2\), or \(L^2=\xi^2-\delta^2\). The first moment is

\[
\frac1{N_B}\int xp\,dx=\frac{\zeta^2}{2}+\zeta\delta+\delta^2=\frac{L^2+\delta^2}{2},
\]

so

\[
X=L+\frac{\delta^2}{L}\approx\xi\left(1+\frac{\delta^2}{2\xi^2}\right).
\]

The front is smeared by order \(\sqrt{\Delta t}\), but the error of \(X\) is of order \(\Delta t\). With \(n=t/\Delta t\), the relative error is \(1/(8\gamma^2n)\) for slow B and \(N_s\ll N_B\); in the model case the order is the same but the error is about 1.5 times this value. A small \(\gamma\) therefore costs many steps.

## Silver–cadmium example

The following are rough values for a dilute alloy near 800 °C under about 0.01 atm of oxygen: \(D_O=2\times10^{-9}\) m²/s, \(D_B=1.5\times10^{-13}\) m²/s, \(N_s=3\times10^{-5}\), \(N_B=10^{-3}\), \(K=3\times10^{-12}\). Thus \(\kappa=3\times10^{-12}/(3\times10^{-8})=10^{-4}\). Wagner's equation gives \(\gamma=0.1217\), and after 600 s

\[
\xi=2(0.1217)\sqrt{(2\times10^{-9})(600)}\ \text{m}=267\ \mu\text{m}.
\]

The slow-B formula gives 268 µm. In air the oxygen solubility is about five times higher, \(N_s\approx1.5\times10^{-4}\), and the depth would be about 590 µm. The value of \(K\) is assumed and may be too small by one or two orders of magnitude. With 2.5 µm cells and \(\kappa=10^{-6}\), the step-size results are:

| steps | \(\delta\) (µm) | \(X\) (µm) | predicted (µm) |
|---:|---:|---:|---:|
| 400 | 54.8 | 272.7 | 272.5 |
| 1600 | 27.4 | 268.1 | 268.1 |
| 6400 | 13.7 | 267.0 | 267.0 |
| 25600 | 6.8 | 266.8 | 266.8 |

At \(\kappa=10^{-4}\) and 25600 steps, the scheme gives 266.8 µm and the similarity solution 266.7 µm. At \(\kappa=10^{-2}\) the similarity depth is 0.4 % above Wagner's, whereas in the model case it is below: the sign of the finite-\(K\) correction depends on the parameters.

The markers differ more. In the similarity solution at \(\kappa=10^{-4}\), \(o=b\) lies at 251 µm, half the oxide plateau at 267 µm and the first trace at 272 µm. The first shift follows from \(a\approx N_s/\xi\): \(\sqrt K\,\xi/N_s=(1.73\times10^{-6}/3\times10^{-5})(267)\approx15\) µm. The scheme at finite \(\Delta t\) reproduces \(o=b\) but not the other two markers. Half the plateau lies at \(\zeta+\delta\ln2=L-(1-\ln2)\delta\), an error of order \(\sqrt{\Delta t}\): 265 µm at 25600 steps and 262 µm at 6400 steps. The first trace lies many \(\delta\) ahead and depends on the step, the threshold and the domain; on a 900 µm domain with threshold \(10^{-10}N_B\) it is near 380 µm at 25600 steps.

Electrical-contact alloys contain far more cadmium, of order ten per cent. In this example the oxide fills 0.15 % of the volume, and obstruction by impermeable spheres would reduce the depth by 0.11 %. These figures cannot simply be scaled up. At \(N_B=0.1\), with the other values unchanged, Wagner's equation gives \(u=1.28\): B now diffuses to the front appreciably, and \(p_W=1.22N_B\). The oxide would fill a volume fraction \(f\approx0.17\). Multiplying the oxygen diffusivity in the oxide zone by \((1-f)/(1+f/2)\approx0.76\) and solving the front balance again lowers the depth by about 15 % relative to the unobstructed depth of that alloy, and diluteness itself is doubtful.

For the dilute example, temperature matters more: with an assumed permeation enthalpy of 1 eV, 10 K more deepens the zone by 5 %. Replacing the solubility product \(K\) by \(10K\) throughout, a rough stand-in for delayed precipitation, changes the depth by 0.04 %. Slow oxygen exchange at the surface, with coefficient \(k_s\), adds a length \(D_O/k_s\) to the diffusion path and, if this length is much smaller than the depth, shortens the depth by about as much; the loss reaches 1 % at \(k_s=7.5\times10^{-4}\) m/s. Cadmium evaporation and oxygen transport along grain boundaries are not included.

## Failure modes

- **Surface condition for B.** Once oxide is present, \(b=K/N_s\) at the surface. Imposing this from the start puts a sink beside metal that still holds \(N_B\), and B leaks out. The loss shrinks as \(\Delta t\) and \(h\) are refined together; in that limit only the B that would have formed the surface film is missing. Refining \(\Delta t\) alone is not enough, because B also leaks out during the finite time the first cell needs to oxidize. With zero flux, B that reaches the surface later collects as oxide in the first cell. In the similarity solution this film is 2.8 % of the internal oxide in the model case at \(\kappa=0.1\), but \(2.5\times10^{-7}\) of it in the silver example. At finite \(\Delta t\) the oxide in the first cell does not give these shares accurately.
- **Unresolved depletion.** Ahead of the front, B is depleted over about \(D_B/\dot\xi=2D_Bt/\xi\approx0.7\) µm in the silver example, less than one cell. The depth is still accurate there, but the computed shape of the front is not physical.
- **Short domain.** The far boundary must lie several \(\delta\) beyond the front, and beyond the B depletion layer. In the silver example with 400 steps, a distance of \(4\delta\) changes the depth by about 0.1 %. At larger \(\kappa\), the oxygen trace ahead of the front also needs room.

The full numerical output follows.

## Numbers as computed

```
Model case: R = 0.5, phi = 10, gamma = 0.42905, p_W/N_B0 = 1.1995
  kappa=1e-01: depth/xi stepping 0.9031, shooting 0.9030, film share 2.8e-02
  kappa=1e-02: depth/xi stepping 0.9931, shooting 0.9931, film share 2.5e-03
  kappa=1e-03: depth/xi stepping 0.9995, shooting 0.9994, film share 2.4e-04
  largest oxide profile difference, kappa=1e-01: 0.0009 N_B0
  kappa=1e-01: squared deviation 1.751e-02 <= bound 9.824e-01
  kappa=1e-02: squared deviation 9.953e-04 <= bound 3.663e-02
  kappa=1e-04: squared deviation 1.876e-06 <= bound 4.009e-05
  kappa=1e-04: edge/gamma 1.4033, o=b shift -6.011e-03 (law -6.183e-03)
    D_O o = D_B b: shift 2.134e-04, p/p_W 0.4848
  kappa=1e-06: edge/gamma 1.4028, o=b shift -6.155e-04 (law -6.183e-04)
    D_O o = D_B b: shift 3.185e-06, p/p_W 0.4985
  kappa=1e-08: edge/gamma 1.4028, o=b shift -6.179e-05 (law -6.183e-05)
    D_O o = D_B b: shift 4.255e-08, p/p_W 0.4998
  limit of edge/gamma: 1.4028; order in K of D_O o = D_B b shift: 0.91
Ag-Cd: T = 1073 K, t = 600 s, D_O = 2.0e-09 m2/s, D_B = 1.5e-13 m2/s
  N_s = 3.0e-05, N_B0 = 1.0e-03, K = 3.0e-12, kappa = 1.0e-04, phi = 13333
  gamma = 0.12172, gamma*sqrt(phi) = 14.05, p_W/N_B0 = 1.00252
  Wagner depth = 266.67 um; immobile-B quasi-steady depth = 268.33 um
  grid: length 900 um, cell 2.5 um
  400 steps: overshoot 54.77 um, depth(kappa=1e-06) 272.66 um, predicted 272.48 um
  1600 steps: overshoot 27.39 um, depth(kappa=1e-06) 268.14 um, predicted 268.09 um
  6400 steps: overshoot 13.69 um, depth(kappa=1e-06) 267.04 um, predicted 267.02 um
  25600 steps: overshoot 6.85 um, depth(kappa=1e-06) 266.76 um, predicted 266.76 um
  kappa=1e-02: stepping 267.94 um, shooting 267.73 um, shooting/Wagner 1.00399
  kappa=1e-04: stepping 266.77 um, shooting 266.68 um, shooting/Wagner 1.00004
  kappa=1e-06: stepping 266.76 um, shooting 266.67 um, shooting/Wagner 1.00000
  depth ratio for fourfold time: 1.9979
  kappa=1e-04: o=b at 251.20 um, half oxide at 266.81 um, first trace at 272.29 um
Neglected: precipitation at 10 times K changes depth by 0.038 %
  oxide volume fraction 0.152 %, obstruction -0.114 % of depth
  grain boundaries raise D_B by factor 1.30: depth -0.037 %
  +10 K at 1.0 eV permeation enthalpy: depth +5.12 %
  oxide in surface film / internal oxide: 2.5e-07
  surface exchange coefficient for a 1 % depth loss: 7.5e-04 m/s
```
